# Leapfrog time-step limit for the electron plasma in a silicon contact

## Problem

A Monte Carlo simulation of a silicon device contains a contact with electron density $n=10^{20}\ \mathrm{cm^{-3}}$. The electric field is recomputed from the electron positions at every time step $\Delta t$, and the electrons are then advanced by the leapfrog method. Take the conductivity mass $m_c=0.26$ electron masses and the relative lattice permittivity $\varepsilon=11.7$.

(a) Find the plasma frequency, and show why the conductivity mass enters it.

(b) Find the largest time step for which the collisionless plasma oscillation stays bounded.

(c) How accurate is the motion below this limit, and how fast does it grow above it?

(d) How do scattering and a local density peak change the limit?

The electrons are taken to be cold: their random velocities are neglected beside the ordered motion of the wave. The bands are parabolic, the wave is longitudinal and of small amplitude, and the positive background is fixed. The permittivity does not depend on frequency. Algebra is in atomic units, in which the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ equal one. Masses are in units of the electron mass. Numerical work uses eV, angstrom and fs.

## Solution

### (a) Which mass, and which frequency

Silicon has six conduction valleys, in pairs along the three cube axes. Each has a longitudinal mass $m_l$ along its own axis and a transverse mass $m_t$ across it. Let the valleys be equally filled and let the field $E$ point along a cube axis $x$. One third of the electrons then respond with $m_l$, and two thirds with $m_t$.

An electron has charge $-1$, so in valley group $v$ the ordered velocity obeys

$$
m_v\frac{du_v}{dt}=-E .
$$

The current is set by the velocity averaged over all electrons, $u$. Dividing by $m_v$ and averaging with the weights $1/3$ and $2/3$ gives

$$
\frac{du}{dt}=-E\left[\frac13\left(\frac1{m_l}+\frac2{m_t}\right)\right]
\equiv-\frac{E}{m_c}.
$$

Thus inverse masses are averaged, because all electrons feel the same force and their accelerations add up in the current. For another field direction, the inverse-mass tensors of the three valley pairs add up to a multiple of the unit tensor, so the same $m_c$ results. Unequal filling of the three pairs, as can occur under strain, would remove this isotropy.

The rounded masses $m_l=0.92$ and $m_t=0.19$ give

$$
m_c=\frac{3}{1/0.92+2/0.19}
=\frac{3}{1.087+10.526}=0.258,
$$

which agrees with the stated 0.26 after rounding.

Now let the electrons of group $v$, with density $n_v$, be displaced by $\xi_v(x,t)$. A slice of width $dx$ becomes $(1+\partial_x\xi_v)\,dx$ wide but keeps its electrons. To first order its density is therefore $n_v(1-\partial_x\xi_v)$. Define the mean displacement

$$
\xi=\sum_v\frac{n_v}{n}\,\xi_v,
\qquad \frac{d\xi}{dt}=u .
$$

The total electron density is $n-n\,\partial_x\xi$. The background contributes charge density $+n$ and the electrons contribute minus their number density, so

$$
\rho=n-(n-n\,\partial_x\xi)=n\,\partial_x\xi .
$$

Poisson's equation is $\varepsilon\,\partial_xE=4\pi\rho$. Integration gives

$$
E=\frac{4\pi n}{\varepsilon}\,\xi .
$$

The integration constant is zero because the wave has neither a mean displacement nor an applied uniform field. Electrons displaced to the right create a field to the right, which pulls their negative charge back. Inserting $E$ into the averaged equation of motion yields

$$
\frac{d^2\xi}{dt^2}=-\omega_p^2\,\xi,
\qquad
\omega_p^2=\frac{4\pi n}{\varepsilon m_c}.
$$

The wavelength has dropped out. That is a property of the cold model, in which neighbouring electrons exert no pressure on each other.

For the numbers, the constants are restored and both sides are multiplied by $\hbar^2$:

$$
(\hbar\omega_p)^2=
\frac{4\pi n\,e^2\,(\hbar^2/m_e)}{\varepsilon m_c}.
$$

Here $e^2$ stands for the squared charge divided by $4\pi\varepsilon_0$, which is $14.400$ eV angstrom, and $\hbar^2/m_e=7.620\ \mathrm{eV\,angstrom^2}$. One centimetre is $10^8$ angstrom, so $n=10^{-4}\ \mathrm{angstrom^{-3}}$. Hence

$$
(\hbar\omega_p)^2=
\frac{4\pi(10^{-4})(14.400)(7.620)}{(11.7)(0.26)}\ \mathrm{eV^2}
=0.0453\ \mathrm{eV^2},
$$

and $\hbar\omega_p=0.213$ eV.

### (b) The leapfrog limit

Leapfrog stores positions at whole steps and velocities at half steps. The field at step $j$ changes the velocity, and the new velocity then moves the electrons. Both operations are linear for a small wave, so they can be averaged over the valleys:

$$
u_{j+1/2}=u_{j-1/2}-\omega_p^2\Delta t\,\xi_j,
\qquad
\xi_{j+1}=\xi_j+\Delta t\,u_{j+1/2}.
$$

The second equation also holds one step earlier, $\xi_j-\xi_{j-1}=\Delta t\,u_{j-1/2}$. Subtracting this from $\xi_{j+1}-\xi_j=\Delta t\,u_{j+1/2}$ and using the first equation gives

$$
\xi_{j+1}-2\xi_j+\xi_{j-1}=-w^2\xi_j,
\qquad w=\omega_p\Delta t .
$$

Try $\xi_j=\lambda^j$ and divide by $\lambda^{j-1}$:

$$
\lambda^2-(2-w^2)\lambda+1=0 .
$$

The quadratic formula contains the square root of $(1-w^2/2)^2-1=w^2(w^2/4-1)$, so

$$
\lambda_\pm=1-\frac{w^2}{2}\pm w\sqrt{\frac{w^2}{4}-1}.
$$

There are three cases.

- For $0<w<2$ the square root is imaginary. The roots are distinct complex conjugates, and their product is one, so each has modulus one. The motion is bounded.
- For $w=2$ both roots equal $-1$. The general solution is $\xi_j=(A+Bj)(-1)^j$, which grows linearly unless $B=0$.
- For $w>2$ the roots are real, negative and different. Since their product is one, one of them has modulus above one, and the motion grows exponentially.

These cases describe the mean displacement $\xi$, which sets the charge and the field. The separate displacements $\xi_v$ can drift apart linearly at any step size without changing the mean. The condition for $\xi$ to stay bounded from any starting values is therefore

$$
\Delta t<\Delta t_0=\frac{2}{\omega_p}
=\sqrt{\frac{\varepsilon m_c}{\pi n}} .
$$

The last form follows from $4/\omega_p^2=\varepsilon m_c/(\pi n)$. With $\hbar=0.6582$ eV fs,

$$
\Delta t_0=\frac{2\hbar}{\hbar\omega_p}
=\frac{2(0.6582)}{0.2129}\ \mathrm{fs}
=6.18\ \mathrm{fs},
$$

or 256 atomic time units. As an estimate, the limit is about 6 fs.

The true oscillation period is $2\pi/\omega_p=\pi\Delta t_0$, about 19 fs. The limit is thus a little under one third of a period. Consider electrons that are at rest at a whole step. Beyond the limit, the restoring force, held over the whole step, throws them past equilibrium to a larger displacement on the other side. The next kick is larger still.

The permittivity matters greatly here. Setting $\varepsilon=1$ would shorten the limit by the factor $\sqrt{11.7}$, to 1.8 fs. The polarization of the crystal's bound electrons weakens the restoring field and so slows the oscillation.

The limit was also located by following individual electrons in three valley groups, with the masses 0.92, 0.19 and 0.19 along the wave. The field was obtained by summing over their positions. For these masses the formula predicts 6.16 fs. The thresholds found for wavelengths of 1000 angstrom and one third of that agree with it within 0.05 percent. This tests both the average of inverse masses and the independence of wavelength in the cold model.

### (c) Accuracy below the limit and growth above it

For $w<2$ write $\lambda_\pm=e^{\pm i\theta}$, where $\theta$ is the phase advance per step. The sum of the roots is $2\cos\theta=2-w^2$. Since $1-\cos\theta=2\sin^2(\theta/2)$, this means

$$
\sin\frac{\theta}{2}=\frac w2 .
$$

The computed frequency is $\Omega=\theta/\Delta t$, and its ratio to the true frequency is

$$
\frac{\Omega}{\omega_p}
=\frac{2}{w}\arcsin\frac w2
=1+\frac{w^2}{24}+\cdots .
$$

The expansion uses $\arcsin z=z+z^3/6+\cdots$ with $z=w/2$. The computed oscillation is too fast. For $\Delta t=1$ fs, $w=0.3235$ and the frequency is 0.44 percent too high relative to $\omega_p$. The frequency measured from the zero crossings of the particle motion shows the same excess.

If a frequency error of 1 percent is acceptable, the leading term gives $w=\sqrt{0.24}=0.49$. Since $\Delta t=w\Delta t_0/2$, the step is about 1.5 fs. Just below the stability limit, by contrast, $\Omega/\omega_p$ approaches $\pi/2$, an error of 57 percent.

The amplitude can also be wrong near the limit, depending on the starting values. Suppose the electrons start with displacement $\xi_0$ and $u_{-1/2}=0$. Then $\xi_{-1}=\xi_0$, and the solution with this symmetry is

$$
\xi_j=A\cos\!\left[\left(j+\tfrac12\right)\theta\right],
\qquad
A=\frac{\xi_0}{\cos(\theta/2)}
=\frac{\xi_0}{\sqrt{1-w^2/4}} .
$$

At $w=1.9$, a step of 5.9 fs, the envelope is $A=3.2\,\xi_0$. Part of this excess is genuine, because the velocity vanishes half a step before the displacement is $\xi_0$. The exact oscillation with the same start is proportional to $\cos[\omega_p(t+\Delta t/2)]$ and has amplitude $\xi_0/\cos(w/2)=1.7\,\xi_0$. The rest is the error of the method for this start. If the electrons are instead at rest at step zero, which requires $u_{-1/2}=\omega_p^2\Delta t\,\xi_0/2$, the computed motion is $\xi_0\cos(j\theta)$ and its amplitude is correct, but its frequency is still wrong. The motion is bounded, but it is not a faithful picture of the plasma oscillation. The value $\Delta t_0$ is a stability limit and not a recommended step.

Above the limit, the root of larger modulus is $\lambda_-$. Its modulus is a perfect square:

$$
|\lambda_-|=\frac{w^2}{2}-1+w\sqrt{\frac{w^2}{4}-1}
=\left(\frac w2+\sqrt{\frac{w^2}{4}-1}\right)^2 .
$$

Expanding the square on the right gives $w^2/4+(w^2/4-1)$ plus the cross term $w\sqrt{w^2/4-1}$, as required. At $\Delta t=7$ fs, $w=2.264$ and

$$
|\lambda_-|=(1.1321+0.5307)^2=2.765 .
$$

The particle calculation gives the same factor. Ten such steps, only 70 fs of simulated time, multiply the growing component by about $2.6\times10^4$, as long as the wave remains small enough for the linear equations. Exceeding the limit by 13 percent is thus enough for rapid failure in the collisionless case.

### (d) Scattering and density peaks

**Scattering.** Let every electron have the same relaxation time $\tau$. In each step it scatters with probability $1-e^{-\Delta t/\tau}$, and its velocity is then replaced by one whose mean is zero. The mean velocity is multiplied by

$$
r=e^{-\Delta t/\tau},\qquad 0<r<1 .
$$

The result depends on where the scattering is placed. If it comes before the kick,

$$
u_{j+1/2}=r\,u_{j-1/2}-\omega_p^2\Delta t\,\xi_j .
$$

If it comes between the kick and the movement,

$$
u_{j+1/2}=r\left(u_{j-1/2}-\omega_p^2\Delta t\,\xi_j\right).
$$

Multiply by $\Delta t$ and replace the velocities by position differences as before. Both cases take the form

$$
\xi_{j+1}-\xi_j=r(\xi_j-\xi_{j-1})-q\,\xi_j,
$$

with $q=w^2$ for scattering before the kick and $q=rw^2$ for scattering after it. Setting $\xi_j=\lambda^j$ gives

$$
P(\lambda)=\lambda^2-(1+r-q)\lambda+r=0 .
$$

The product of the roots is $r<1$. If they are complex conjugates, each has modulus $\sqrt r<1$ and the wave decays. If they are real, they have the same sign. Two real roots cannot both lie beyond $+1$, or both beyond $-1$, because their product would exceed one. Instability therefore requires $+1$ or $-1$ to lie between them, which makes $P$ negative there. But

$$
P(1)=q>0,\qquad P(-1)=2(1+r)-q .
$$

The mean wave decays if $q<2(1+r)$ and grows if $q>2(1+r)$. The two limits are

$$
w^2=2(1+r)\quad\text{(before)},\qquad
w^2=2\left(1+\frac1r\right)\quad\text{(after)} .
$$

Both return $w=2$ when scattering is absent, $r=1$. Since $r$ contains $\Delta t$, the equations are solved numerically. For a chosen $\tau=20$ fs the first limits reached on increasing the step are 5.8 fs and 6.8 fs. This $\tau$ is an illustration and is long for this doping: a mobility of 60 to 75 $\mathrm{cm^2/Vs}$, typical of silicon at $10^{20}\ \mathrm{cm^{-3}}$, corresponds to about 9 to 11 fs. For $\tau=11$ fs the same equations give 5.5 fs and 7.6 fs. For $\tau=6$ fs the second equation has no solution, so scattering after the kick leaves the mean wave stable at any step.

These values can be checked by hand. At 5.782 fs, $r=e^{-0.289}=0.749$ and $\sqrt{2(1+r)}=1.870$, while $w=2(5.782)/6.183=1.870$. At 6.778 fs, $1/r=e^{0.339}=1.403$ and $\sqrt{2(1+1/r)}=2.192$, again equal to $w$ within rounding. Particle runs with random scattering decayed at steps 4 percent below each limit and grew at steps 4 percent above it.

The opposite shifts have a simple origin. At the limit $\lambda=-1$, so the velocity reverses at each step: $u_{j-1/2}=-u_{j+1/2}$. Without scattering the kick must supply $2u_{j+1/2}$, half to stop the electrons and half to send them back. If scattering has already slowed them, a kick of $(1+r)u_{j+1/2}$ suffices, and the limit is reached at a shorter step. If scattering follows, the kick must be $(1+1/r)u_{j+1/2}$ to leave the same velocity, and the limit moves to a longer step.

For weak scattering, $r\approx1-\Delta t/\tau$, and the two conditions become $w^2\approx4\mp2\Delta t/\tau$. Taking the square root gives, to first order,

$$
\Delta t_{\max}\approx
\Delta t_0\left(1\mp\frac{\Delta t_0}{4\tau}\right),
$$

with the upper sign for scattering before the kick. The first-order shift is 8 percent here, compared with actual shifts of $-6$ and $+10$ percent. Physical damping does not know this order of operations. The difference comes from dividing a finite step into separate parts, and it vanishes relative to $\Delta t_0$ as $\Delta t_0/\tau$ goes to zero. A simulation that scatters electrons at random times within the step needs its own map.

**A density peak.** Let the equilibrium density vary as $n(x)$, with the background neutralizing it at each point. Linear conservation of electrons changes the electron density by $-\partial_x(n\xi)$, so the charge density is $+\partial_x(n\xi)$. Let no total current, displacement current included, flow through the contact. The integration constant then does not change with time, and it is zero because the field vanishes when the electrons are undisplaced. Poisson's equation gives

$$
E(x)=\frac{4\pi n(x)}{\varepsilon}\,\xi(x).
$$

Each point oscillates at its own local plasma frequency, and the densest point sets the smallest limit. A local density four times the stated value halves the limit to 3.1 fs, even if the average density of the contact is unchanged.

### Cases compared

Unless the table says otherwise, $n=10^{20}\ \mathrm{cm^{-3}}$, $m_c=0.26$, $\varepsilon=11.7$ and there is no scattering.

| Case | Limit (fs) |
|---|---:|
| Stated contact | 6.2 |
| No lattice screening, $\varepsilon=1$ | 1.8 |
| Four times the density | 3.1 |
| $\tau=20$ fs, scattering before kick | 5.8 |
| $\tau=20$ fs, scattering after kick | 6.8 |

Within the cold model the estimate near 6 fs survives scattering with $\tau=20$ fs, but not a strong density peak or the omission of lattice screening. For $\tau$ near 10 fs the two orderings already differ by about 2 fs. The spread of electron velocities, including that required by the Pauli principle at this density, has been left out, as have nonparabolic bands, smoothing of the charge on a grid and the contact boundaries. The first of these is not small. At 300 K the Fermi level lies about 0.065 eV above the band edge. In a warm gas a kick given $m$ steps earlier affects the density with a weight proportional to $m\,\phi(mk\Delta t)$, where $k$ is the wave number and $\phi$ is the Fourier transform of the velocity distribution; the cold model has $\phi=1$. With the Fermi–Dirac distribution, no scattering and an unsmoothed field, $\lambda=-1$ is then reached at about 4.7 fs, for a wavelength near 45 angstrom. Just above that step the instability is weak and shows up as raised density fluctuations. The cold limit is thus an overestimate when the grid resolves such wavelengths, and a step of 1.5 fs has a margin of about three. A nonparabolicity of 0.5 per eV acts the other way and raises the long-wave limit to about 6.5 fs. Grid smoothing and boundaries are not estimated here. Within the cold model of the stated contact, a step of 1 to 1.5 fs keeps the collisionless frequency error at or below about 1 percent and leaves at least a factor of four between the step and the cold-plasma limit. The detailed values are in the numerical output below.

## Computed results

```
Input density: 1.0e+20 cm^-3
Density for the calculation: 1.0e-04 angstrom^-3
Relative permittivity: 11.7 (no unit)
Conductivity mass: 0.26 electron masses
Coulomb constant e^2: 14.400 eV angstrom
hbar^2/electron mass: 7.620 eV angstrom^2
hbar: 0.6582 eV fs
Squared plasmon energy: 0.04533 eV^2
Plasmon energy: 0.2129 eV
Leapfrog limit: 6.183 fs
Leapfrog limit, converted: 255.6 atomic time units
Limit without lattice screening: 1.808 fs
Longitudinal valley mass: 0.92 electron masses
Transverse valley mass: 0.19 electron masses
Mass from valley average: 0.2583 electron masses
Predicted limit with valley masses: 6.163 fs
Simulation box length: 1000 angstrom
Particle threshold, one wave in box: 6.163 fs
Particle threshold, three waves in box: 6.164 fs
Small time step: 1.0 fs
omega dt at small step: 0.3235 (no unit)
Predicted frequency excess: 0.441 percent
Measured frequency excess: 0.441 percent
Unstable time step: 7.0 fs
omega dt at unstable step: 2.2642 (no unit)
Predicted growth per step: 2.765 (factor)
Measured growth per step: 2.765 (factor)
Chosen relaxation time: 20.0 fs
Limit, scattering before kick: 5.782 fs
Limit, scattering after kick: 6.778 fs
```
